# Why the Boundary Layer in Vapour Deposition Is Not a Motionless Film

**Q.** I picture the gas above a growing wafer in two parts. The main stream moves and is well mixed. Beneath it lies a motionless film of thickness $\delta$, which the precursor crosses by diffusion, so the flux is $J=Dc_\infty/\delta$. What is wrong with that?

**A.** The flux formula can be kept if $\delta$ is defined by it. The motionless gas and the sharp edge cannot. Take the simplest case: steady laminar flow of speed $U$ along a flat surface that starts at $x=0$, with $y$ the height above it. The gas is a continuum that does not slip at the wall. Its density, its kinematic viscosity $\nu$ and the precursor diffusivity $D$ are constant. The outer stream is uniform, so no pressure gradient drives the layer. For $Ux/\nu\gg1$ the layer is thin, and diffusion along $x$ is negligible beside diffusion along $y$. Then

$$u_x+v_y=0,\qquad uu_x+vu_y=\nu u_{yy},$$

where $u,v$ are the velocities along $x,y$ and subscripts denote derivatives. These equations look the same in any consistent units. Temperature $T$ is written as an energy, and the numerical example uses eV, Å and seconds.

**Q.** Where would a film show up in them?

**A.** As a region with $u=0$, so let us solve for $u$. Define

$$\ell=\sqrt{\nu x/U},\qquad \eta=y/\ell,\qquad \psi=\sqrt{\nu Ux}\,f(\eta),$$

with $u=\psi_y$ and $v=-\psi_x$, which satisfies continuity identically. Since $\ell\propto x^{1/2}$, we have $\eta_x=-\eta/(2x)$. Therefore

$$u=Uf',\qquad v=\tfrac12\sqrt{\nu U/x}\,(\eta f'-f),$$
$$u_x=-\frac{U\eta}{2x}f'',\qquad u_y=\frac{U}{\ell}f'',\qquad u_{yy}=\frac{U^2}{\nu x}f'''.$$

The two convective terms are

$$uu_x=-\frac{U^2}{2x}\eta f'f'',\qquad vu_y=\frac{U^2}{2x}(\eta f'-f)f''.$$

The terms in $\eta f'f''$ cancel in the sum. Equating the remainder to $\nu u_{yy}=(U^2/x)f'''$ gives

$$f'''+\tfrac12ff''=0,\qquad f(0)=f'(0)=0,\quad f'(\infty)=1.$$

The conditions at zero express an impermeable wall and no slip. Dividing by $f''$ and integrating once,

$$f''(\eta)=f''(0)\,g(\eta),\qquad g(\eta)=\exp\!\Big(-\tfrac12\int_0^\eta f\,ds\Big).$$

The factor $g$ is positive at every finite height, and $f''(0)$ must be positive for $f'$ to rise from 0 to 1. So $u/U=f'$ increases continuously from the wall and stays below 1 at any finite $\eta$. There is neither a motionless region nor an edge.

**Q.** But no slip means that the gas at the wall is at rest.

**A.** At the wall itself, yes. Just above it, $u\simeq Uf''(0)\eta$, which is already nonzero. To find the slope, solve the same equation for a trial function $\varphi$ with $\varphi''(0)=1$, and let $\varphi'(\infty)=k$. The function $f(\eta)=a\varphi(a\eta)$ also solves it, because $f'''$ and $ff''$ both acquire a factor $a^4$. The outer condition requires $a^2k=1$, hence $f''(0)=a^3=k^{-3/2}$. Numerically this is $0.332$.

**Q.** People do quote a boundary-layer thickness, though.

**A.** They quote a chosen threshold. The velocity reaches 90%, 99% and 99.9% of $U$ at $\eta=3.39$, $4.91$ and $6.01$. Changing the threshold moves the "edge", while the flow stays the same.

**Q.** Suppose I accept that for velocity. Does the precursor concentration have the same profile?

**A.** Only if it spreads as fast as momentum does. Let the precursor be dilute, with no gas-phase reaction, thermal diffusion or buoyancy, and let the surface consume it on arrival, so that $c=0$ at $y=0$ from the leading edge on. Then

$$uc_x+vc_y=Dc_{yy}.$$

Put $c=c_\infty\theta(\eta)$. The derivatives are $c_x=-c_\infty\eta\theta'/(2x)$, $c_y=c_\infty\theta'/\ell$ and $c_{yy}=c_\infty U\theta''/(\nu x)$. The terms in $\eta f'\theta'$ cancel as before, leaving

$$-\frac{U}{2x}f\theta'=\frac{DU}{\nu x}\theta''
\quad\Longrightarrow\quad
\theta''+\frac{\mathrm{Sc}}2f\theta'=0,\qquad \mathrm{Sc}=\frac{\nu}{D}.$$

The Schmidt number $\mathrm{Sc}$ compares the spreading of momentum with that of the precursor. One integration gives $\theta'=\theta'(0)g^{\mathrm{Sc}}$. Because $\theta$ must rise from 0 to 1,

$$\theta'(0)=\frac1{I(\mathrm{Sc})},\qquad I(\mathrm{Sc})=\int_0^\infty g^{\mathrm{Sc}}\,d\eta.$$

The flux towards the surface is

$$J=Dc_y(0)=\frac{Dc_\infty}{\ell I(\mathrm{Sc})}\equiv\frac{Dc_\infty}{\Delta_c},\qquad \Delta_c=\ell I(\mathrm{Sc}).$$

This $\Delta_c$ is your film thickness: the height at which the concentration line, continued straight from the wall, would reach $c_\infty$. It is a way of stating a wall gradient.

**Q.** How does it compare with the thickness of the velocity layer?

**A.** Define that thickness in the same way, by $u_y(0)=U/\Delta_u$. Then $\Delta_u=\ell/f''(0)=3.01\,\ell$. This is not the integral momentum thickness of fluid mechanics, $\int_0^\infty (u/U)(1-u/U)\,dy=2f''(0)\,\ell=0.664\,\ell$. Since $\int_0^\infty f''d\eta=1$, we have $I(1)=1/f''(0)$, so

$$\frac{\Delta_c}{\Delta_u}=\frac{I(\mathrm{Sc})}{I(1)}.$$

For $\eta>0$, $g$ is below 1, and a higher power makes it smaller. So $I$ falls as $\mathrm{Sc}$ rises. The concentration layer is thinner than the momentum layer for $\mathrm{Sc}>1$, thicker for $\mathrm{Sc}<1$, and has the same profile at $\mathrm{Sc}=1$.

**Q.** Could that ordering depend on your definition of thickness?

**A.** The ratio does, but the ordering survives for percentage thicknesses. Compare $\mathrm{Sc}_2>\mathrm{Sc}_1$. The ratio $\theta_2'/\theta_1'$ is proportional to $g^{\mathrm{Sc}_2-\mathrm{Sc}_1}$, which decreases with height. Both slopes integrate to 1, so the ratio starts above 1 and crosses 1 once. Hence $\theta_2-\theta_1$ rises from zero and then falls back to zero, and is positive in between. The higher-$\mathrm{Sc}$ precursor reaches any given percentage nearer the wall.

**Q.** I know the rule $\Delta_c/\Delta_u=\mathrm{Sc}^{-1/3}$. Is that the same result?

**A.** It is an approximation to it. At large $\mathrm{Sc}$, $g^{\mathrm{Sc}}$ is appreciable only near the wall, where $f\simeq f''(0)\eta^2/2$ and $\int_0^\eta f\,ds\simeq f''(0)\eta^3/6$. With $b=\mathrm{Sc}f''(0)/12$ and the substitution $t=b\eta^3$,

$$I\simeq\int_0^\infty e^{-b\eta^3}d\eta=b^{-1/3}\Gamma(4/3),\qquad
\theta'(0)\simeq0.339\,\mathrm{Sc}^{1/3}.$$

So $\Delta_c/\Delta_u=f''(0)/\theta'(0)\simeq(0.332/0.339)\,\mathrm{Sc}^{-1/3}=0.98\,\mathrm{Sc}^{-1/3}$. Replacing 0.98 by 1 makes the rule exact at $\mathrm{Sc}=1$, at the cost of an error of about 2% at large $\mathrm{Sc}$.

At small $\mathrm{Sc}$ the concentration layer extends far above the velocity layer, into gas with $f\simeq\eta$. Then

$$I\simeq\int_0^\infty e^{-\mathrm{Sc}\,\eta^2/4}d\eta=\sqrt{\pi/\mathrm{Sc}},\qquad
\frac{\Delta_c}{\Delta_u}\simeq f''(0)\sqrt{\pi/\mathrm{Sc}}.$$

The power is now $-1/2$, and the cube-root rule fails. This limit also needs $Ux/D\gg1$, so that the concentration layer remains thin compared with $x$.

**Q.** Let me try to save the film. Perhaps the gas below $\Delta_c$ moves, but so slowly that diffusion does all the work there.

**A.** That can be checked with a balance. Integrate the concentration equation from the wall to height $y$:

$$Dc_y(0)=Dc_y(y)-\int_0^y(uc_x+vc_y)\,dy'.$$

In a motionless film the integral would vanish, and the diffusive flux would be the same at every height. In the real layer

$$\frac{Dc_y(y)}{Dc_y(0)}=\frac{\theta'(\eta)}{\theta'(0)}=g(\eta)^{\mathrm{Sc}}<1.$$

The rest of the surface flux is supplied by convection below $y$: the gas gives up precursor as it moves along its streamlines. This is a net amount: the term $-uc_x$ alone supplies more, and $vc_y$, positive because the gas drifts away from the wall, offsets part of it. For $\mathrm{Sc}=0.5$, diffusion at height $\Delta_c$ carries 48% of the surface flux, so convection inside your film supplies 52%. For $\mathrm{Sc}=2$ the shares are 49% and 51%.

**Q.** Does the precursor lost by the whole stream match what lands on the surface?

**A.** Yes. The stream's deficit, per unit width and time, is $\int_0^\infty u(c_\infty-c)dy=Uc_\infty\ell\int_0^\infty f'(1-\theta)d\eta$. Integrate by parts; the boundary terms vanish because $f(0)=0$ and $1-\theta$ decays faster than $f$ grows. Using $f\theta'=-(2/\mathrm{Sc})\theta''$,

$$\int_0^\infty f'(1-\theta)d\eta=\int_0^\infty f\theta'd\eta=\frac{2\theta'(0)}{\mathrm{Sc}}.$$

With $\ell^2=\nu x/U$, the deficit becomes $2xDc_\infty\theta'(0)/\ell=2xJ(x)$. Since $J\propto x^{-1/2}$, the deposition accumulated from the leading edge, $\int_0^xJ\,dx'$, is also $2xJ(x)$.

**Q.** Show me a case where my picture gives a wrong growth rate.

**A.** Take round model parameters: $\nu=10^{16}$ Å²/s, $U=4\times10^{10}$ Å/s and $x=10^9$ Å. Then $Ux/\nu=4000$ and

$$\ell=\sqrt{\frac{10^{16}\times10^9}{4\times10^{10}}}=1.58\times10^7\ \text{Å}.$$

At $T=0.08$ eV and precursor pressure $8\times10^{-11}$ eV/Å³, the ideal-gas density is $c_\infty=p/T=10^{-9}$ Å⁻³. Each molecule deposits 20 Å³ of solid. Compare two precursors in the same flow.

For $\mathrm{Sc}=0.5$, $D=2\times10^{16}$ Å²/s and $\theta'(0)=0.2593$:

$$J=\frac{2\times10^{16}\times10^{-9}\times0.2593}{1.581\times10^7}=0.328\ \text{Å}^{-2}\text{s}^{-1}.$$

Multiplying by 20 Å³ gives 6.56 Å/s, or 2.36 µm/h. The equivalent film is $\Delta_c=6.10\times10^7$ Å (6.10 mm). At that height the gas moves at 95% of $U$, and at half that height at 61%.

For $\mathrm{Sc}=2$, $D=5\times10^{15}$ Å²/s and $\theta'(0)=0.4223$. The same arithmetic gives $J=0.134$ Å⁻²s⁻¹ and a growth rate of 2.67 Å/s, or 0.96 µm/h. The film is now $3.74\times10^7$ Å (3.74 mm), and the gas at its top moves at 72% of $U$.

Now suppose you had fitted your film to the first precursor and kept its thickness for the second. Your flux would fall with $D$, by a factor of 4, and you would predict $6.56/4=1.64$ Å/s. That is 39% below the 2.67 Å/s of the boundary-layer solution. The flux really falls by $4\times0.2593/0.4223=2.46$, because the less diffusive precursor has a thinner layer.

**Q.** Would the cube-root rule have rescued me?

**A.** Largely. Relative to $\Delta_u$, it gives 1.26 and 0.794 for the two films, where the solution gives 1.28 and 0.786. Its flux ratio is $4\times0.794/1.26=2.52$, against 2.46. The 99% heights have slightly different ratios to the 99% velocity height, 1.31 and 0.774, so no single number describes "the" thickness ratio.

**Q.** All this rests on profiles that depend on $\eta$ alone. How do you know the flow settles into them?

**A.** The original partial differential equations were also marched downstream from a uniform inlet, without assuming that form. The wall gradients agree with the formulas within the 1% tolerance of the test. So do the velocity, concentration and diffusive-flux fraction at height $\Delta_c$, to within 0.01. The numerical output lists the marched wall gradients beside those of the formulas; the comparisons at height $\Delta_c$ are checked in the program but not printed.

**Q.** When should I not use these formulas?

**A.** When the layer is no longer thin compared with the channel height, since the outer stream is then not uniform; in the example the 99% heights are 7.8 mm for velocity and about 10 mm for the $\mathrm{Sc}=0.5$ precursor, so the channel must be several times taller. Nor when $Ux/\nu$ is large enough for the layer to turn turbulent. Nor when deposition starts downstream of the leading edge of the flow, as on a wafer set in an inert holder: the concentration layer is then younger and thinner, and the flux larger, roughly 1.4 times the formula if deposition begins at $x/2$. Strong temperature differences make the density, $\nu$ and $D$ vary with height. A precursor that is not dilute can drive a net flow through the wall. Here, at total pressure $6.4\times10^{-7}$ eV/Å³, that flow for $\mathrm{Sc}=0.5$ is about $6\times10^{-5}$ of the scale $U/\sqrt{Ux/\nu}$ of the vertical velocity, and can be neglected.

Slow surface chemistry also changes the problem. If the surface consumes precursor at the rate $k_sc(0)$, the wall condition is $k_sc(0)=Dc_y(0)$, or $(k_s\ell/D)\,\theta(0)=\theta'(0)$. It contains $\ell$, which varies with $x$, so the concentration is no longer a function of $\eta$ alone.

**Q.** Then what may I still call a film?

**A.** The length $\Delta_c=Dc_\infty/J$, for one precursor at one position in one flow, with a given point where deposition begins. It tells you the concentration gradient at the wall. The gas within that length is moving, and it delivers about half of the precursor in the two cases above.

## Table of computed values

```
kinematic viscosity = 1.0e+16 A^2/s
outer speed = 4.0e+10 A/s; distance x = 1.0e+09 A
thermal energy = 0.08 eV
precursor pressure = 8.0e-11 eV/A^3
total pressure = 6.4e-07 eV/A^3
deposited volume per molecule = 20.0 A^3
outer precursor density = 1.000e-09 A^-3
Reynolds number U*x/nu = 4000
length scale sqrt(nu*x/U) = 1.5811e+07 A
f''(0) = 0.33206; direct march = 0.33182
90.0% velocity height: eta = 3.385, 5.352e+07 A = 5.35 mm
99.0% velocity height: eta = 4.910, 7.763e+07 A = 7.76 mm
99.9% velocity height: eta = 6.011, 9.505e+07 A = 9.50 mm
-- Sc = 0.5, D = 2.00e+16 A^2/s
theta'(0) = 0.25929; film eta = 3.8566
film thickness = 6.098e+07 A = 6.10 mm
film ratio to momentum = 1.2806; Sc^(-1/3) = 1.2599
99% conc. height: eta = 6.438; ratio to velocity = 1.3112
at film height: u/U = 0.9455, c/c_outer = 0.8441
at half film height: u/U = 0.6104
diffusive/surface flux at film height = 0.4765
direct march theta'(0) = 0.25923
flux = 0.3280 A^-2 s^-1; growth = 6.560 A/s = 2.361 um/h
-- Sc = 1.0, D = 1.00e+16 A^2/s
theta'(0) = 0.33206; film eta = 3.0115
film thickness = 4.762e+07 A = 4.76 mm
film ratio to momentum = 1.0000; Sc^(-1/3) = 1.0000
99% conc. height: eta = 4.910; ratio to velocity = 1.0000
at film height: u/U = 0.8479, c/c_outer = 0.8479
at half film height: u/U = 0.4885
diffusive/surface flux at film height = 0.4820
-- Sc = 2.0, D = 5.00e+15 A^2/s
theta'(0) = 0.42231; film eta = 2.3679
film thickness = 3.744e+07 A = 3.74 mm
film ratio to momentum = 0.7863; Sc^(-1/3) = 0.7937
99% conc. height: eta = 3.799; ratio to velocity = 0.7737
at film height: u/U = 0.7216, c/c_outer = 0.8502
at half film height: u/U = 0.3887
diffusive/surface flux at film height = 0.4858
direct march theta'(0) = 0.42179
flux = 0.1335 A^-2 s^-1; growth = 2.671 A/s = 0.962 um/h
flux ratio Sc 0.5 to Sc 2: true = 2.4560, fixed film = 4.0
Sc 2 growth with Sc 0.5 film = 1.640 A/s
error of transferred film = -38.6 %
surface flow / (U/sqrt(Re)), Sc 0.5 = 6.48e-05
large-Sc coefficient of Sc^(1/3) = 0.33872
theta'(0)/large-Sc law at Sc 1000 = 0.99998
theta'(0)/small-Sc law at Sc 1e-4 = 0.99042
```
